# When a planar silicon layer buckles: bare stiffness against pi–sigma softening

## A two-level case

Take one filled π level at energy 0, holding two electrons, and one empty σ* level at $\Delta>0$. Let a dimensionless height $x$ mix them with matrix element $gx$, and let everything else resist with energy $\tfrac12K_0x^2$. The lower eigenvalue of

$$\begin{pmatrix}0&gx\\ gx&\Delta\end{pmatrix}$$

is $\tfrac12\left(\Delta-\sqrt{\Delta^2+4g^2x^2}\right)$. Two electrons therefore give

$$E(x)=\tfrac12K_0x^2+\Delta-\sqrt{\Delta^2+4g^2x^2}=\tfrac12\left(K_0-\frac{4g^2}{\Delta}\right)x^2+O(x^4).$$

The flat state is unstable when $\lambda=4g^2/(K_0\Delta)>1$. For $x\neq0$, $E'(x)=0$ requires $\sqrt{\Delta^2+4g^2x^2}=4g^2/K_0=\lambda\Delta$, so $x^2=\Delta^2(\lambda^2-1)/4g^2$. Since $K_0/4g^2=1/(\lambda\Delta)$, the energy there is

$$E=\frac{\Delta(\lambda^2-1)}{2\lambda}-\Delta(\lambda-1)=-\frac{\Delta(\lambda-1)^2}{2\lambda}.$$

The coupling enters squared and the gap inversely. A layer has the same structure, but $K_0$, $g$ and $\Delta$ must be found from its bonds and bands.

## Setting and theorem

A honeycomb layer has bond length $d$ and sublattices A and B. B is raised relative to A by $u=xd$, with the in-plane lattice held fixed. I assume the following.

1. Each atom carries orthogonal orbitals s, $p_x,p_y,p_z$, with on-site energies $-\delta$ for s and 0 for p. Only nearest neighbours are coupled, by two-centre hoppings that depend on bond length.
2. The remaining energy is a nearest-neighbour pair repulsion $\varphi(r)$.
3. There are four electrons per atom at zero temperature. For small $x$ they doubly fill the four lowest of the eight bands at each wavevector $k$. At $x=0$ filled and empty bands touch only at the Dirac points, where both touching states are π; every filled π state lies below every σ* state, and every filled σ state below every π* state, by a finite gap.
4. The planar layer is free of in-plane stress.

Energies are per two-atom cell, and $\langle\cdot\rangle_k$ is the average over the Brillouin zone. Write $V_\sigma,V_\pi$ for the two p–p hoppings and $W=V_\sigma-V_\pi$. Let L be the in-plane p orbital along a bond, pointing from A to B on both atoms. The bond order $P_{ab}$ is the real part of the spin-summed density matrix between orbital $a$ on A and $b$ on B.

**Theorem.** Under these assumptions $E(x)=E(0)+\tfrac12Kx^2+O(x^4)$ with $K=K_0-S$,

$$K_0=12\left[W(P_{zz}-P_{LL})-V_{sp}P_{sL}\right],$$

$$S=4\left\langle\sum_{n\,\rm filled}\ \sum_{m\,\rm empty}\frac{|\langle m|H_1|n\rangle|^2}{\varepsilon_m-\varepsilon_n}\right\rangle_k ,$$

where $H_1=\partial H/\partial x$ at $x=0$ and only pairs π→σ* and σ→π* contribute. If $S>K_0$, the plane is unstable to uniform buckling. If $S<K_0$, it is stable against small uniform buckling.

## Lemma 1: expansion of a bond

Let $\mathbf e$ be the in-plane unit vector from A to B. The bond vector is $d(\mathbf e+x\hat z)$, so

$$r=d\sqrt{1+x^2}=d\left(1+\tfrac12x^2\right)+O(x^4),$$

and the direction cosines are $c_i=(1-\tfrac12x^2)e_i$ in the plane and $c_z=x$, up to higher orders. With the A orbital written first, the two-centre rules are

$$h_{s,i}=V_{sp}c_i,\quad h_{i,s}=-V_{sp}c_i,\quad h_{ij}=Wc_ic_j+V_\pi\delta_{ij}.$$

The minus sign comes from the odd parity of p. Now differentiate at fixed bond length. The first derivatives are

$$h'_{s,z}=V_{sp},\quad h'_{z,s}=-V_{sp},\quad h'_{i,z}=h'_{z,i}=We_i ,$$

and the second derivatives, with $i,j$ in the plane, are

$$h''_{zz}=2W,\quad h''_{ij}=-2We_ie_j,\quad h''_{s,i}=-V_{sp}e_i,\quad h''_{i,s}=V_{sp}e_i .$$

The change of length, $\tfrac12x^2d$, adds $\tfrac12x^2\,d\,\partial H_0/\partial d$. Hence

$$H=H_0+xH_1+\tfrac12x^2\left(H_2+d\,\frac{\partial H_0}{\partial d}\right)+O(x^3).$$

Reflection in the plane reverses $x$ and the sign of $p_z$. Thus $E$ is even in $x$. $H_0$ does not mix π ($p_z$) with σ (s, $p_x,p_y$), whereas $H_1$, being odd, connects π with σ and nothing else. ∎

## Lemma 2: without stress, stretching costs nothing at this order

The length terms, band and repulsion together, contribute

$$\tfrac12x^2\,d\left[2\left\langle\sum_{n\,\rm filled}\langle n|\frac{\partial H_0}{\partial d}|n\rangle\right\rangle_k+3\varphi'(d)\right].$$

The factor 2 is spin, and there are three bonds per cell. By the Hellmann–Feynman theorem the bracket is the derivative $E'(d)$ of the planar energy with respect to bond length. It vanishes without stress. ∎

Neither the form of $\varphi$ nor the decay law of the hoppings therefore enters $K$. If the planar bond is held at another length $b$, the term survives. Since $x=u/b$,

$$\frac{\partial^2E}{\partial u^2}=\frac{K_{\rm ang}(b)}{b^2}+\frac{E'(b)}{b},$$

with $K_{\rm ang}=K_0-S$ evaluated with the hoppings at $b$. Tension, $E'(b)>0$, adds a restoring term, but stretching also changes $K_{\rm ang}$.

## Lemma 3: the bare stiffness

The first-order energy of $\tfrac12x^2H_2$ is $\tfrac12x^2K_0$, with $K_0=2\langle\sum_{n\,\rm filled}\langle n|H_2|n\rangle\rangle_k$. A bond contributes $2\sum_{ab}h''_{ab}P_{ab}$, where the factor 2 counts A→B and B→A. The three bonds are equivalent, and along the bond $e_L=1$. Therefore

$$K_0=3\cdot2\left[2WP_{zz}-2WP_{LL}-V_{sp}P_{sL}+V_{sp}P_{Ls}\right].$$

Inversion about the bond centre exchanges A and B and reverses p orbitals, so $P_{Ls}=-P_{sL}$. This gives the stated formula. ∎

For $W>0$ and $V_{sp}>0$, all three terms are positive if $P_{zz}>0$, $P_{LL}<0$ and $P_{sL}<0$. These are the bonding signs for $V_\pi<0$, $V_\sigma>0$ and $V_{sp}>0$. Tilting a bond under orbitals fixed in space then spoils its π, p–p σ and s–p bonding.

## Lemma 4: the softening

Away from the Dirac points, second-order perturbation theory gives the sum of filled levels, with spin, the change

$$2x^2\sum_{n\,\rm filled}\sum_{m\ne n}\frac{|\langle m|H_1|n\rangle|^2}{\varepsilon_n-\varepsilon_m}.$$

When both $n$ and $m$ are filled, the pair appears twice with opposite denominators and cancels. What remains averages to $-\tfrac12x^2S$.

Near a Dirac point the gap between π and π* closes, so the remainder needs a bound. Eliminate the σ states, which stay a finite energy away. The π pair then obeys a $2\times2$ Hamiltonian $h_0(q)+x^2h_2(q)+O(x^4)$, where $q$ is the distance from the Dirac point. It has no term linear in $x$, by Lemma 1. The first-order shift of its lower level is already in the formula. The error is at most of order $x^4/q$ for $q\gg x^2$, and of order $x^2$ for $q\lesssim x^2$. In two dimensions these regions contribute

$$\int q\,dq\,\frac{x^4}{q}\sim x^4,\qquad x^2\cdot(x^2)^2=x^6 .$$

The touching leaves the $x^2$ coefficient intact. ∎

**Proof of the theorem.** Add the three contributions of order $x^2$: zero from Lemma 2, $\tfrac12K_0x^2$ from Lemma 3 and $-\tfrac12Sx^2$ from Lemma 4. The sign of $K_0-S$ decides whether a small uniform height lowers the energy. ∎

## Remarks on the meaning

**In-plane relaxation.** Let $\eta$ be the relative change of the lattice constant. Evenness in $x$ and zero stress leave

$$E=E(0)+\tfrac12C\eta^2+\tfrac12Kx^2+\tfrac12\gamma\eta x^2+\dots$$

For $C>0$ the minimum over $\eta$ is at $\eta=-\gamma x^2/2C$ and gains $\gamma^2x^4/8C$. Relaxation changes the depth and position of the buckled minimum but not the threshold $K=0$ at which the plane loses local stability. In the example below, doubling $x$ from 0.02 to 0.04 multiplied the gain by 15.98; the leading law gives 16.

**What is "bare" depends on the orbitals.** The division above uses p orbitals fixed in space. If the basis turns with $x$, $\tilde H=e^{-xG}He^{xG}$ with $G$ antisymmetric, then

$$\tilde H_1=H_1+[H_0,G],\qquad \tilde H_2=H_2+2[H_1,G]+[[H_0,G],G].$$

In general $K_0$ and $S$ both change. The eigenvalues, and so $K$, do not. The sign of $K$ is physical; the ratio $\lambda=S/K_0$ belongs to a stated basis, although its position above or below 1 is invariant as long as $K_0>0$.

**Scope of the condition.** $K<0$ suffices to destroy planarity. $K>0$ excludes neither an instability at another wavevector nor a separate minimum at large height.

## The contribution of $k=0$

At $k=0$ the sums over bonds are $\sum\mathbf e=0$ and $\sum e_ie_j=\tfrac32\delta_{ij}$. The combinations $(A\pm B)/\sqrt2$ have energies

$$s_\pm:\ -\delta\pm3V_{ss},\qquad p_\pm:\ \pm\tfrac32(V_\sigma+V_\pi),\qquad z_\pm:\ \pm3V_\pi .$$

For $V_{ss},V_\pi<0$, $V_\sigma+V_\pi>0$ and $s_-$ above zero, the filled states are $s_+$, two $p_-$ and $z_+$. $H_2$ has the expectation value $6W$ in $z_+$ and $3W$ in each $p_-$, so with spin $K_0(k{=}0)=2(6W+6W)=24W$.

In $H_1$ the p–$p_z$ terms cancel, and $\langle s_-|H_1|z_+\rangle=3V_{sp}$, $\langle z_-|H_1|s_+\rangle=-3V_{sp}$. With $a=3(|V_{ss}|+|V_\pi|)$ the two gaps are $a-\delta$ and $a+\delta$. Hence

$$S(k{=}0)=36V_{sp}^2\left[\frac1{a-\delta}+\frac1{a+\delta}\right].$$

A large s–p splitting $\delta$ lowers the antibonding s level towards the filled π level and strengthens the softening.

## Worked example

The parameters are round numbers in the rough range used for silicon: $d=0.225$ nm, $\delta=6.0$ eV, $V_{ss}=-2.2$, $V_{sp}=2.6$, $V_\sigma=2.6$ and $V_\pi=-1.0$ eV. Thus $W=3.6$ eV. For finite distortions the hoppings vary as $r^{-2}$.

Relative to the Dirac energy, the filled σ bands end at −2.4 eV and the σ* bands begin at 0.6 eV, as assumption 3 needs. The margin is thin: the σ* edge, $3|V_{ss}|-\delta$ at $k=0$, reaches the Dirac energy if $\delta$ grows by 10%. Silicon parameter sets with a larger splitting or a weaker $V_{ss}$ can therefore fall outside the theorem. At $k=0$, $a=9.6$ eV, so

$$K_0=24(3.6)=86.4\ {\rm eV},\qquad S=243.4\left(\frac1{3.6}+\frac1{15.6}\right)=83.2\ {\rm eV}.$$

This point alone would favour the plane. The zone average decides otherwise. With $P_{zz}=0.525$, $P_{LL}=-0.612$ and $P_{sL}=-0.447$,

$$K_0=12\left[3.6(1.137)+2.6(0.447)\right]\approx63.1\ {\rm eV}.$$

The softening is $S=59.1+11.4=70.5$ eV. The first part, 84% of the total, is π→σ*; the second is σ→π*. Thus $\lambda=1.12$ and

$$K=63.07-70.52=-7.45\ {\rm eV},\qquad \frac{K}{d^2}=-147\ {\rm eV/nm^2}.$$

The layer buckles. As a test, the curvature was also taken from total energies at small finite heights, using the full three-dimensional hoppings. Repulsions proportional to $r^{-4}$ and $r^{-6}$ both gave −7.454 eV, as Lemma 2 requires. With the π–σ hoppings deleted, the result was +63.07 eV: in this model the mixing causes the instability. When s and $p_z$ were rotated into each other by $0.5x$ radians, oppositely on A and B, $K_0$ became 119.9 eV and $S$ 127.4 eV, with $K$ unchanged.

**The buckled minimum.** With the $r^{-4}$ repulsion and a relaxed lattice, the lowest point found up to a height of 0.158 nm is at 0.041 nm, 0.028 eV per atom below the plane. The in-plane distance shrinks slightly, to 0.224 nm, while the bond lengthens to 0.228 nm. The ratio of height to bond length is 0.18. Tetrahedral angles would need $1/3$, so the layer stops well short of them.

**The threshold.** Multiply all hoppings by $t$ at fixed $\delta$. The Hamiltonian is then $t$ times that of a layer with the original hoppings and splitting $\delta/t$, so stronger bonding acts as a smaller relative splitting. $K$ vanishes at $t_c=1.18$; equivalently, at the original hoppings, at $\delta=6.0/1.18\approx5.1$ eV. At $t=2.5$, $K_0=163$ eV exceeds $S=127$ eV and the plane is locally stable against uniform buckling.

The $k=0$ term shows a mechanism: there $K_0/t$ is constant, while

$$\frac{S}{t}=\frac{72V_{sp}^2a}{a^2-\delta^2/t^2}$$

falls as $t$ grows. The zone average follows this trend: from $t=1$ to $t=2.5$, $K_0/t$ moves only from 63 to 65 eV while $S/t$ falls from 70.5 to 50.8 eV. For the individual hoppings, $k=0$ is a poor guide. There a larger $V_{sp}$ favours buckling and a larger $V_\sigma$ opposes it, whereas in the zone average raising $V_{sp}$ by 10% moves $K$ from −7.5 to −5.6 eV and raising $V_\sigma$ by 10% moves it to −10.6 eV.

Under the $r^{-2}$ law, $t_c$ corresponds to a bond of 0.207 nm. This describes a different stress-free layer with its own repulsion, not the present layer under compression.

## Sensitivity and the real layer

$K$ is a small difference of large terms, so its value is far less secure than either term. A trial overlap proportional to the hopping, 0.088 between neighbouring s orbitals, changes $K$ from −7.5 to −12.3 eV, with the repulsion readjusted to zero stress and energies measured from the p level. With the same hoppings and overlap, another choice of energy zero gives a different shift. With the $r^{-4}$ repulsion, a tensile strain of 3% in every in-plane direction adds a stress term of +2.6 eV, while the angular part becomes more negative, −9.6 eV, so $K$ moves only to −7.0 eV. That the two shifts nearly cancel belongs to this repulsion: a steeper one, also adjusted to zero stress at $d$, gives a larger stress term and the same angular part. (Here $u$ is measured in units of the unstrained $d$.)

Electronic temperature matters little. The computed change at 300 K rounds to zero, but the $k$ mesh does not resolve thermal excitation at the Dirac points. Integrating over the cones, with π velocity $\tfrac32|V_\pi|d$ per unit wavevector, gives a free energy of about $-2\times10^{-5}$ eV per cell. The velocity would have to depend on $x$ extraordinarily strongly for this to compete with $K$. Lattice motion is not included. For one cell, the scale $\hbar\sqrt{|K|/(d^2\mu)}$, with $\mu$ half a silicon mass, is 21 meV. Half of it is 19% of the well depth per cell, and the thermal energy at 300 K, 26 meV, is about half that depth. These are rough comparisons: $|K|$ is the curvature at the plane, not in the well, and reversing the buckling of a whole layer uniformly through the plane means crossing a barrier equal to the depth times the number of cells.

The real counterpart is silicene. Density-functional calculations for a free-standing sheet give a buckled layer with a height of roughly 0.04–0.05 nm, similar to the model's 0.041 nm. With parameters this round, the agreement is no validation. Silicene has been grown on metals such as silver, where the assumption of an isolated, stress-free sheet fails. Strain shifts $K$ by an amount that depends on the repulsion, and the effect of bonding to the substrate is not estimated here. Self-consistent charge, correlation beyond the fitted hoppings, second neighbours, spin–orbit coupling and buckling at other wavevectors are also left out. The numerical output follows.

## Computed results

```
bond length 0.225 nm; s-p splitting 6.0 eV
Vss -2.2, Vsp 2.6, Vpp_sigma 2.6, Vpp_pi -1.0 eV
W = 3.60 eV; k mesh 20 x 20
Band edges relative to the Dirac energy:
  top of filled sigma -2.400 eV
  bottom of empty sigma* 0.600 eV
  bottom of filled pi -3.000 eV
bond orders P_zz 0.5249, P_LL -0.6119, P_sL -0.4474
Stiffness per cell, for x = height/bond length:
  bare K0 63.070 eV
  pi->sigma* softening 59.132 eV
  sigma->pi* softening 11.392 eV
  total softening S 70.523 eV
  ratio S/K0 1.1182
  net K = K0 - S -7.454 eV
  net K, 40 x 40 mesh -7.453 eV
  K from energies, r^-4 repulsion -7.454 eV
  K from energies, r^-6 repulsion -7.454 eV
  K from energies, mixing removed 63.070 eV
net K in engineering units -147.2 eV/nm^2
Orbitals rotating by 0.5 x rad (s with pz):
  K0 119.927, S 127.381, K -7.454 eV
relaxation gain ratio on doubling height 15.979
critical hopping factor t_c 1.1801
  bond length equivalent to t_c 0.2071 nm
at t = 2.5: K0 162.52, S 126.92 eV, S/K0 0.7809
Relaxed scan: height nm, in-plane distance nm, eV/atom
  0.0225  0.2247  -0.0151
  0.0450  0.2239  -0.0274
  0.0675  0.2228  +0.0224
  0.0900  0.2220  +0.1690
  0.1125  0.2222  +0.4111
  0.1350  0.2237  +0.7211
  0.1575  0.2263  +1.0587
lowest point found: height 0.0413 nm
  in-plane distance 0.2240 nm
  bond length 0.2278 nm
  depth below plane 0.0282 eV/atom
  empty minus filled band edge on mesh 0.336 eV
Neglected effects:
  trial overlap 0.04 per eV (s-s 0.088): K -12.284 eV
  3% strain: stress term 2.592 eV, K -7.013 eV
  300 K electrons: change of K -0.0000 eV
  thermal energy at 300 K 25.85 meV
  mode scale hbar*sqrt(|K|/mass) 20.94 meV
  half of it / well depth per cell 0.1853
```
